\section*{How Much Light Trapping Contributes to the Silicon Solar-Cell Limit}

\section*{Question}

Silicon absorbs weakly just above its band gap, and a plain wafer lets much of that light out again. By what factor can random scattering lengthen the light path in a wafer with a rear mirror? What absorptance follows, and for a silicon-like cell, how do the current and the best thickness scale with refractive index, and the current, the voltage and the limiting efficiency with thickness?

\section*{Answer}

\subsection*{Counting the modes inside}

Take a slab of thickness $W$, area $S$ and refractive index $n$, many wavelengths thick, in air. The rear mirror is perfect. The front passes all light that can leave by refraction, and all incident light enters. The surfaces randomize the ray directions, and absorption in a single pass is weak, $\alpha W\ll1$, where $\alpha$ is the absorption coefficient for power.

A mode occupies the volume $(2\pi)^3/(SW)$ in wave-vector space. With two polarizations, the number of modes per unit area between $k$ and $k+dk$ is
\begin{equation}
\frac{2}{S}\,\frac{4\pi k^2dk\,SW}{(2\pi)^3}=\frac{W k^2dk}{\pi^2}.
\end{equation}
At frequency $\nu$, $k=2\pi n\nu/c$ and $dk/d\nu=2\pi n_g/c$, with the group index $n_g=d(n\nu)/d\nu$. The number of modes per unit area and frequency is therefore
\begin{equation}
M=\frac{W}{\pi^2}\,\frac{4\pi^2n^2\nu^2}{c^2}\,\frac{2\pi n_g}{c}
=\frac{8\pi n^2n_g\nu^2W}{c^3}.
\end{equation}
Light energy travels at the group velocity $c/n_g$, so a photon is absorbed at the rate $\alpha c/n_g$. If each mode holds $f$ photons on average, the absorbed photon flux per unit frequency is
\begin{equation}
\Phi_{\rm abs}=M f\,\frac{\alpha c}{n_g}=\frac{8\pi n^2\nu^2}{c^2}\,\alpha W f .
\label{abs}
\end{equation}
The group index has cancelled: slow light has more modes, but each loses photons more slowly.

\subsection*{Counting the ways out}

Per unit solid angle the slab has $2n^2n_g\nu^2/c^3$ modes per volume and frequency. Multiplying by $c/n_g$ and by $\cos\theta'$ gives the photon flux that reaches a surface at internal angle $\theta'$:
\begin{equation}
d\Phi=\frac{2n^2\nu^2}{c^2}f\cos\theta'\,d\Omega' .
\label{inside}
\end{equation}
Snell's law, $n\sin\theta'=\sin\theta$, has the differential $n\cos\theta'd\theta'=\cos\theta\,d\theta$. The product of the two relations, with the common azimuth, is
\begin{equation}
n^2\cos\theta'\,d\Omega'=\cos\theta\,d\Omega .
\end{equation}
Light that leaves without reflection thus carries the same occupation $f$ outside. The outer hemisphere has $\int\cos\theta\,d\Omega=\pi$, so
\begin{equation}
\Phi_{\rm esc}=\frac{2\pi\nu^2}{c^2}f .
\label{esc}
\end{equation}
Integrating Eq.~(\ref{inside}) over the whole internal hemisphere gives $n^2$ times this flux. A fraction $1/n^2$ of the randomized light striking the front therefore escapes.

Take the randomization to be complete, so that $f$ is common to all internal modes even if the incident light is a collimated beam. In the steady state the incident flux equals escape plus absorption. Equations (\ref{abs}) and (\ref{esc}) have the ratio $\Phi_{\rm abs}/\Phi_{\rm esc}=4n^2\alpha W$, so the absorptance is
\begin{equation}
A=\frac{\Phi_{\rm abs}}{\Phi_{\rm esc}+\Phi_{\rm abs}}
=\frac{4n^2\alpha W}{1+4n^2\alpha W}
=\frac{\alpha}{\alpha+1/(4n^2W)} .
\label{A}
\end{equation}
If $4n^2\alpha W\ll1$ as well, $A\simeq\alpha(4n^2W)$: the mean path is $4n^2W$. For $n=3.5$ this is $49W$, against $2W$ for one perpendicular round trip.

\subsection*{Where the factor comes from, and when it fails}

Rays leaving a randomizing surface have the flux distribution $2\cos\theta'\sin\theta'd\theta'$. The mean of $1/\cos\theta'$ is then $\int_0^{\pi/2}2\sin\theta'd\theta'=2$, and a round trip has mean length $4W$. With escape probability $1/n^2$ after each trip, the mean number of trips is $\sum_{j\ge0}(1-1/n^2)^j=n^2$. The product is again $4n^2W$. One factor 2 comes from the mirror, one from oblique paths, and $n^2$ from the narrow escape cone.

Equation (\ref{A}) requires weak absorption per pass, not a small total absorptance. To see the error at larger $\alpha W$, let the front scatter and the mirror be flat. With $u=\cos\theta'$, the fraction surviving a round trip is
\begin{equation}
T=\int_0^1 2u\,e^{-2\alpha W/u}\,du .
\end{equation}
Assume that the scattering front lets a fraction $1/n^2$ escape whatever the direction of arrival, and sends the rest back randomized. Each trip absorbs a fraction $1-T$ of the light starting it, and a fraction $T(1-1/n^2)$ starts another. Summing the geometric series gives
\begin{equation}
A_{\rm ray}=\frac{1-T}{1-T(1-1/n^2)} .
\end{equation}
For small $\alpha W$, $1-T\simeq4\alpha W$, and Eq.~(\ref{A}) returns at leading order. Evaluated on a grid from $\alpha W=10^{-5}$ to $10^2$ for $n=3.5$, the two absorptances differ by at most 0.017, near $\alpha W=0.5$. In this geometry Eq.~(\ref{A}) is therefore a usable interpolation for $A$ itself at strong absorption too. It is poorer for the small remainder $1-A$, which it overestimates there: 0.039 against 0.022 at $\alpha W=0.5$, and 0.020 against 0.005 at $\alpha W=1$.

A lossy mirror adds a third loss channel. If it absorbs a fraction $\epsilon$ of the randomized light striking it, it removes $n^2\epsilon\,\Phi_{\rm esc}$, because the internal flux at a surface is $n^2\Phi_{\rm esc}$. The denominator $1+4n^2\alpha W$ becomes $1+4n^2\alpha W+n^2\epsilon$. For $n=3.5$ and $\epsilon=0.01$ the added term is 0.12, already a noticeable fraction of the escape term 1.

The count also assumes a dense set of equally filled modes. It does not apply to a film with few modes across its thickness, or to surfaces that leave some modes unfilled. The value $4n^2$ is thus a ray-optical result, not a bound on every wave-optical structure.

\subsection*{How much current is gained}

Near an indirect gap $E_g$, take the model $\alpha=a(E-E_g)^2$ above the gap and zero below. With $x=E-E_g$, the missing absorptance acts like an upward shift of the absorption edge by
\begin{equation}
\delta=\int_0^\infty(1-A)\,dx
=\int_0^\infty\frac{dx}{1+4n^2aWx^2}
=\frac{\pi}{4n\sqrt{aW}} .
\label{delta}
\end{equation}
The last step uses $y=2n\sqrt{aW}\,x$ and $\int_0^\infty dy/(1+y^2)=\pi/2$. If $s$ is the spectral photon current at the gap, meaning charge times photon flux per unit energy, the lost current is about $s\delta$.

Choose round parameters of silicon-like size: $E_g=1.12$ eV, $n=3.5$, $a=5000\ {\rm cm^{-1}\,eV^{-2}}$ and $W=100\ \mu$m. Then $aW=50\ {\rm eV^{-2}}$ and
\begin{equation}
\delta=\frac{3.142}{14\times7.07}\ {\rm eV}=31.7\ {\rm meV}.
\end{equation}

For the spectrum, start from a 5800 K black body scaled to 100 mW/cm$^2$. Its photons above the gap would supply 39.1 mA/cm$^2$. Terrestrial sunlight of the same power supplies roughly 44 mA/cm$^2$, so the photon spectrum is multiplied by $44/39.1$, while the incident power used for the efficiency stays at 100 mW/cm$^2$. This keeps the black-body shape above the gap but is not a model of the whole terrestrial spectrum. It gives $s=41.4\ {\rm mA\,cm^{-2}\,eV^{-1}}$ and a loss
\begin{equation}
s\delta=41.4\times0.0317=1.31\ {\rm mA/cm^2}.
\end{equation}
Numerical integration over the spectrum gives 1.27 mA/cm$^2$, hence a light current $J_L=42.7$ mA/cm$^2$. The estimate is slightly high because it holds the spectrum at its gap value. The logarithmic slope of the black-body photon spectrum, $2/E-[kT_s(1-e^{-E/kT_s})]^{-1}$, vanishes at $E=1.59\,kT_s=0.80$ eV and is negative above it, so the spectrum falls above the gap.

A flat slab with one perpendicular double pass has $1-A=e^{-2\alpha W}$. Its edge shift is
\begin{equation}
\delta_{\rm flat}=\int_0^\infty e^{-2aWx^2}dx
=\frac12\sqrt{\frac{\pi}{2aW}},
\qquad
\frac{\delta_{\rm flat}}{\delta}=n\sqrt{\frac{2}{\pi}}=2.8 .
\end{equation}
The mean weak-absorption path grows by $4n^2/2=24.5$, but the edge loss falls by a factor of 2.8. Two effects reduce the gain. Because absorption rises quadratically above the gap, the shift for a single path length varies as its inverse square root: one path of length $4n^2W$, with $1-A=e^{-4n^2\alpha W}$, would give the shift $\sqrt\pi/(4n\sqrt{aW})$, smaller than $\delta_{\rm flat}$ by $\sqrt{24.5}=4.95$. The trapped rays have a spread of path lengths, and the slowly decaying form $1/(1+4n^2\alpha W)$ makes $\delta$ larger than this by $\sqrt\pi=1.77$, leaving $4.95/1.77=2.8$. These numbers use Eq.~(\ref{A}) at all $\alpha W$, and about a quarter of $\delta$ comes from $\alpha W>0.1$, where that form mostly overestimates $1-A$. With $A_{\rm ray}$ in its place, $\delta=27.6$ meV, the factors 1.77 and 2.8 become 1.54 and 3.2, $\delta$ varies roughly as $n^{-0.86}$ between $n=3$ and $4$, and $J_L=42.9$ mA/cm$^2$. Integration gives 40.4 mA/cm$^2$ for the flat slab, so trapping adds 2.3 mA/cm$^2$.

\subsection*{What trapping does to the voltage}

Let $V$ be the cell voltage, $q$ the elementary charge and $T_c=300$ K the cell temperature, so that $kT_c=25.85$ meV. The quasi-Fermi levels are split by $qV$ throughout the slab. Absorption and emission drive each mode toward the occupation $f_V=[e^{(E-qV)/kT_c}-1]^{-1}$. Without incident light, escape balances net emission:
\begin{equation}
f=4n^2\alpha W(f_V-f)\quad\Longrightarrow\quad f=A f_V .
\end{equation}
The same $A$ therefore fixes emission. For $E-qV\gg kT_c$, $f_V\simeq e^{qV/kT_c}e^{-E/kT_c}$. Using $\nu=E/h$ in Eq.~(\ref{esc}), the radiative loss is $J_0(e^{qV/kT_c}-1)$, where
\begin{equation}
J_0=q\int A(E)\frac{2\pi E^2}{h^3c^2}e^{-E/kT_c}\,dE .
\end{equation}
The $-1$ accounts for absorbed ambient radiation.

Auger recombination, in which an electron--hole pair gives its energy to a third carrier, adds a loss that light trapping does not return. In undoped material the two carrier densities are equal, and their product is $n_i^2e^{qV/kT_c}$. Each is thus $n_c=n_ie^{qV/2kT_c}$. With the rate $Cn_c^3$ per volume,
\begin{equation}
J=J_L-J_0(e^{qV/kT_c}-1)-J_A,\qquad
J_A=qWCn_i^3e^{3qV/2kT_c}.
\end{equation}
Take $n_i=10^{10}\ {\rm cm^{-3}}$ and $C=10^{-30}\ {\rm cm^6/s}$. If Auger loss dominates at open circuit, $J_A=J_L$ and
\begin{equation}
n_c=\left(\frac{J_L}{qWC}\right)^{1/3}
=\left(\frac{0.0427}{1.602\times10^{-19}\times10^{-2}\times10^{-30}}\right)^{1/3}{\rm cm^{-3}}
=2.99\times10^{16}\ {\rm cm^{-3}},
\end{equation}
with current density in A/cm$^2$ and thickness in cm. Hence
\begin{equation}
V_{\rm oc}=\frac{2kT_c}{q}\ln\frac{n_c}{n_i}
=51.70\times14.91\ {\rm mV}=771\ {\rm mV}.
\end{equation}
Solving the full current balance numerically also gives 771 mV, with 99\% of the loss due to Auger recombination. This supports the assumption for the present model.

\subsection*{The efficiency estimate}

Neglect the small radiative loss. At maximum power the derivative of $V(J_L-J_A)$ vanishes. Since $dJ_A/dV=(3q/2kT_c)J_A$,
\begin{equation}
J_L-J_A-\frac{3qV}{2kT_c}J_A=0
\quad\Longrightarrow\quad
J_A=\frac{J_L}{1+3qV/2kT_c}.
\label{mp}
\end{equation}
Also $J_A=J_Le^{3q(V-V_{\rm oc})/2kT_c}$, so
\begin{equation}
V_m=V_{\rm oc}-\frac{2kT_c}{3q}\ln\!\left(1+\frac{3qV_m}{2kT_c}\right).
\end{equation}
Iteration gives $V_m=770.9-17.23\times3.737=706.5$ mV. The logarithm's argument is 42, so $J_A=42.7/42=1.02$ mA/cm$^2$. The output is
\begin{equation}
P_m=(42.7-1.0)\times0.7065=29.5\ {\rm mW/cm^2},
\end{equation}
or about 29\% of the incident power. Numerical maximization with radiative loss included also gives 29.5\%, at 706 mV. The flat slab gives 27.84\% against 29.45\%, so trapping is worth about 1.6 percentage points at this thickness.

The factor $4n^2$ does not produce 29\% alone. Setting $C=0$ raises the result to 33.4\%. Using the unscaled black-body spectrum lowers it to 26.1\%. The rough current of 44 mA/cm$^2$ is therefore essential to the estimate. At the maximum, a small change in $V$ does not change the output, so $dP_m/dJ_L=V_m$: an error of 1 mA/cm$^2$ in current changes the efficiency by about 0.7 points. Likewise,
\begin{equation}
\frac{dP_m}{d\ln C}=-V_mJ_A=-0.72\ {\rm mW/cm^2},
\end{equation}
so doubling $C$ costs about $0.72\ln2=0.5$ points.

\subsection*{How the result scales with thickness}

A thicker slab absorbs more light but contains more recombining material. From Eq.~(\ref{delta}), the edge loss varies as $1/(n\sqrt W)$, and its decrease gives $dJ_L/d\ln W\simeq s\delta/2$. At fixed voltage, $J_A$ is proportional to $W$. Therefore
\begin{equation}
\frac{dP_m}{d\ln W}\simeq V_m\left(\frac{s\delta}{2}-J_A\right).
\end{equation}
In this approximation, which holds the spectrum at its gap value and drops the radiative loss, the optimum occurs when half the edge loss equals the Auger current at maximum power. At 100 $\mu$m these are 0.66 and 1.02 mA/cm$^2$, so the slab is too thick. Holding $J_A$ at maximum power fixed, as Eq.~(\ref{mp}) suggests for nearly constant $J_L$ and $V_m$, gives
\begin{equation}
W_{\rm opt}\simeq100\left(\frac{0.66}{1.02}\right)^2\mu{\rm m}
\simeq42\ \mu{\rm m}.
\end{equation}
A numerical scan from 10 to 1000 $\mu$m finds 38 $\mu$m and 29.6\%. The gain over 100 $\mu$m is under 0.2 points: the optimum is broad, with the efficiency within 0.1 points of its maximum from about 18 to 83 $\mu$m. At 100 $\mu$m the approximate formula gives $0.706\times(0.66-1.02)=-0.25\ {\rm mW/cm^2}$ per unit of $\ln W$, and the full current balance gives about $-0.28$. The slope falls to zero at the optimum, about one unit of $\ln W$ away, so the gain is of order half of this; the computed gain is 0.15 points. At fixed $s/J_L$ and $V_m$, the same condition gives $W_{\rm opt}\propto1/(n^2a)$; the full current balance, with nothing held fixed, gives slightly weaker powers, about $n^{-1.9}$ for $n$ from 2.5 to 5 and $a^{-0.94}$ when $a$ is halved or doubled. Better trapping thus permits a thinner cell. By Eq.~(\ref{mp}) the Auger current at maximum power stays a small fraction of $J_L$, about $1/42$ at 100 $\mu$m, that changes only slowly with $V_m$; the benefit is a higher voltage, since $V_{\rm oc}=(2kT_c/3q)\ln[J_L/(qWCn_i^3)]$ rises by about $2kT_c/3q=17$ mV for each factor $e$ by which $W$ decreases.

These thicknesses belong to the model, including its optics: with $A_{\rm ray}$ in place of Eq.~(\ref{A}) the optimum moves to about 32 $\mu$m and 29.75\%. It omits phonon-assisted absorption below the assumed gap, free-carrier absorption, surface and defect recombination, and electrical resistance. A quantitative silicon limit needs measured spectra, absorption data and recombination coefficients. The estimate shows which balance sets such a limit; its value near 29\% rests on the chosen current, $n_i$ and $C$.
